# Thermal runaway of a Joule-heated slab in a uniform field, part 1

(Sections cited here and not found follow in the second part.)

## I. The threshold from the set of steady states

### What dimensions decide

A slab of thickness $L$ has both faces held at the temperature $T_0$. A current heats it, and heat leaves through the faces. Its electrical conductivity rises with temperature as

$$\sigma(T)=\sigma_0\,e^{a(T-T_0)},\qquad a>0,$$

so that warming increases the heating. Let the electric field $E$ have the same value at every depth, and let the thermal conductivity $\kappa$ be constant. The temperature enters only through the difference $T-T_0$, so $T_0$ itself can appear only inside $\sigma_0$ and $a$.

A steady state is then governed by four quantities: the heating density at the face temperature, $\sigma_0E^2$, in W/m³; $\kappa$ in W/(m K); $L$ in m; and $a$ in 1/K. Look for a dimensionless product $(\sigma_0E^2)^p\kappa^qL^ra^s$. Cancelling watts requires $p+q=0$. Cancelling kelvins requires $-q-s=0$, hence $s=p$. Cancelling metres requires $-3p-q+r=0$, hence $r=2p$. Apart from the free overall power $p$, there is one such product:

$$\lambda=\frac{a\,\sigma_0E^2L^2}{\kappa}.$$

If steady states cease to exist beyond some strength of heating, the limit must therefore read $\lambda=\lambda_c$ with $\lambda_c$ a pure number. Dimensions cannot supply the number. It will turn out to be 3.51.

The group has a direct meaning. The heating $\sigma_0E^2$, removed by conduction over a distance of order $L$, produces a temperature rise of order $\sigma_0E^2L^2/\kappa$. The temperature rise that multiplies the conductivity by $e$ is $1/a$. Their ratio is $\lambda$. In an insulator $\sigma_0$ often depends on the field as well; it is then to be taken at the applied field, and $\lambda=\lambda_c$ becomes an implicit equation for $E$.

### When the field is uniform

The condition on the field is a restriction on geometry. Let the field lie parallel to the faces, and let the layers that clad the slab be electrically insulating. A steady electric field has no curl, so a field parallel to the faces cannot change with depth. The current density $\sigma E$ does change with depth, but not along its own direction, so no charge accumulates. A uniform $E$ is thus consistent with a conductivity that varies through the thickness. The electrodes must be much farther apart than $L$, so that heat flows mainly to the faces.

If the current instead crosses the slab from face to face, it is the current density that is uniform. That case has another limit, found below.

### The equation in dimensionless form

Let $x$ be the distance from the midplane, $\xi=x/L$, $\theta=a(T-T_0)$, and let $C$ be the heat capacity per volume. The energy balance is

$$C\,\frac{\partial T}{\partial t}=\kappa\frac{\partial^2T}{\partial x^2}+\sigma_0e^{a(T-T_0)}E^2 .$$

Multiplying by $aL^2/\kappa$ and measuring time in units of $CL^2/\kappa$, with $\tau=\kappa t/(CL^2)$, gives

$$\theta_\tau=\theta_{\xi\xi}+\lambda e^\theta,\qquad \theta(\pm\tfrac12,\tau)=0. \tag{1}$$

A steady state obeys $\theta''+\lambda e^\theta=0$ with the same face values.

### All steady states

For $\lambda>0$ the steady equation makes $\theta''$ negative, so the profile is concave and has a single maximum $\theta_m$, where $\theta'=0$. The equation does not change under reflection about that point, and neither do the values of $\theta$ and $\theta'$ there. The solution is therefore symmetric about its maximum. It falls steadily on both sides and reaches the same value at both faces, so the maximum lies at the midplane.

Multiply the steady equation by $\theta'$. The result is the derivative of $\tfrac12\theta'^2+\lambda e^\theta$, which is therefore constant. Its value at the midplane gives

$$\tfrac12\theta'^2=\lambda\left(e^{\theta_m}-e^\theta\right).$$

For $\xi>0$ the temperature falls, so the negative root applies:

$$\theta'=-\sqrt{2\lambda\left(e^{\theta_m}-e^\theta\right)} .$$

Substitute $e^\theta=e^{\theta_m}/\cosh^2v$ with $v\ge0$. Then $\theta=\theta_m-2\ln\cosh v$ and $\theta'=-2v'\tanh v$. Because $1-1/\cosh^2v=\tanh^2v$, the right side becomes $-\sqrt{2\lambda e^{\theta_m}}\,\tanh v$. Dividing by $-2\tanh v$ leaves

$$v'=\sqrt{\lambda e^{\theta_m}/2},$$

which is constant, and $v=0$ at the midplane. Call $y$ the value of $v$ at the face $\xi=\tfrac12$. Then $v=2y\xi$ and

$$2y=\sqrt{\lambda e^{\theta_m}/2}\quad\Longrightarrow\quad \lambda e^{\theta_m}=8y^2 .$$

The face condition $\theta=0$ gives $e^{\theta_m}=\cosh^2y$. Hence all steady states are

$$\theta=2\ln\frac{\cosh y}{\cosh 2y\xi},\qquad \lambda=\frac{8y^2}{\cosh^2y}. \tag{2}$$

### The largest admissible drive

Each $y>0$ gives one state, but different $y$ can belong to the same $\lambda$. The logarithmic derivative is

$$\frac{d\ln\lambda}{dy}=\frac2y-2\tanh y .$$

It is positive as long as $y\tanh y<1$. The product $y\tanh y$ rises steadily from zero to infinity, so it equals one at a single point,

$$y_c\tanh y_c=1,\qquad y_c=1.1997 .$$

There $1/\cosh^2y_c=1-\tanh^2y_c=1-1/y_c^2$, and the largest value of $\lambda$ is

$$\lambda_c=8y_c^2\left(1-\frac1{y_c^2}\right)=8(y_c^2-1)=3.514. \tag{3}$$

Below $\lambda_c$ there are two steady states, at $\lambda_c$ one, and above it none.

The midplane of the critical state has $\theta_m=2\ln\cosh y_c=1.187$, so its temperature rise is $1.187/a$. From (2), $-\theta'(\tfrac12)=4y\tanh y$, which equals 4 at the threshold. The heat flux through each face is then $4\kappa/(aL)$. In the dimensionless units the total heat produced is $\lambda_c\int e^\theta d\xi=8$, so the average conductivity of the critical slab is $8/3.514=2.28$ times $\sigma_0$.

For small $y$ on the cooler branch, $\lambda\simeq8y^2$ and $\theta_m\simeq y^2\simeq\lambda/8$, the result for temperature-independent heating. For large $y$ the other branch has $\lambda\simeq32y^2e^{-2y}$, which tends to zero while $\theta_m$ grows. These hot states need little field because they conduct so well.

### What a cold slab does

The absence of a steady state does not by itself say what happens in time. Start equation (1) from $\theta=0$.

Two solutions that are ordered at one time stay ordered. Their difference $d$ obeys $d_\tau=d_{\xi\xi}+c\,d$ with $c\ge0$, and $c$ is bounded while the solutions are. Write $d=e^{K\tau}D$ with $K>c$, so that $D_\tau=D_{\xi\xi}+(c-K)D$. At a negative minimum of $D$ both terms on the right are non-negative and the second is positive. Such a minimum cannot form or deepen.

After a short time $h$ the slab is nowhere cooler than at the start. Comparing $\theta(\xi,\tau+h)$ with $\theta(\xi,\tau)$ shows that the temperature never falls, so $\theta_\tau\ge0$.

A rising solution that stays bounded tends to a steady state. To see this, take a smooth function $g(\xi)$ that vanishes at the faces. Two integrations by parts give

$$\frac{d}{d\tau}\int g\,\theta\,d\xi=\int\left(g''\theta+\lambda g e^\theta\right)d\xi .$$

The right side approaches a constant, and this constant must be zero, or the integral on the left would grow without limit. Since $g$ is arbitrary, the limiting profile satisfies the steady equation.

For $\lambda\le\lambda_c$ the cooler steady state lies above the initial profile and remains a ceiling, so the slab settles at that state. A numerical integration at $0.97\lambda_c$ ended at $\theta_m=0.9190$; equation (2) gives 0.9189.

For $\lambda>\lambda_c$ define the weight $\phi=\tfrac\pi2\cos\pi\xi$, whose integral over the slab is one, and

$$A=\int\phi\,\theta\,d\xi,\qquad S=\int\phi\,e^\theta d\xi .$$

Since $\phi''=-\pi^2\phi$, and $\phi$ and $\theta$ vanish at the faces,

$$\frac{dA}{d\tau}=-\pi^2A+\lambda S\ \ge\ -\pi^2A+\lambda e^A. \tag{4}$$

The inequality follows by averaging the tangent-line bound $e^\theta\ge e^A(1+\theta-A)$.

Next, $S$ limits the temperature. Because $\theta_\tau\ge0$, equation (1) gives $-\theta_{\xi\xi}\le\lambda e^\theta$. The temperature produced at $\xi$ by a unit source at $\xi'$ is at most $\tfrac14-\xi'^2$, its value when the two points coincide. This in turn is at most $\cos(\pi\xi')/\pi$. Indeed, $\cos\pi\xi-\pi(\tfrac14-\xi^2)$ has zero value and zero slope at $\xi=-\tfrac12$ and zero slope at $\xi=0$. Its second derivative, $2\pi-\pi^2\cos\pi\xi$, changes from positive to negative once between them, so its slope is non-negative there; symmetry covers the other half. Therefore

$$\theta\le\frac{\lambda}{\pi}\int\cos(\pi\xi')\,e^\theta d\xi'=\frac{2\lambda}{\pi^2}\,S. \tag{5}$$

Suppose that the temperature stayed finite at all times and that $A$ stayed below some $A_*$. The rising quantity $S$ could not pass $\pi^2A_*/\lambda$, because (4) would then drive $A$ upward at a rate bounded away from zero. By (5) the temperature would be bounded, and the slab would tend to a steady state that does not exist. So if the temperature stayed finite at all times, $A$ would pass every value. Once it was beyond the last root of $\lambda e^A=\pi^2A$, if there is one, (4) would make it diverge in finite time, since $\int^\infty dA/(\lambda e^A-\pi^2A)$ converges. This is a contradiction, so the temperature itself grows without bound somewhere in the slab within a finite time.

There is no root when $\lambda>\pi^2/e=3.631$, because $e^A\ge eA$. The runaway time is then at most the same integral taken from zero. At $\lambda=5$ the bound is 0.464 time units, and the numerical integration, stopped at $\theta_m=12$, took 0.410. At $1.03\lambda_c=3.619$, below $\pi^2/e$, the slab also ran away, after 2.22 units.

### Current through the faces

Now let the steady current density $J$ cross the slab. With electric potential $\Phi$, $J=-\sigma\Phi'$, where the prime here means $d/dx$. The energy balance is $\kappa T''=-J^2/\sigma=J\Phi'$. The profile is again concave, with equal face temperatures and an equation unchanged by reflection, so it is symmetric. Put $\Phi=0$ at the midplane, where $T'=0$. One integration gives $\kappa T'=J\Phi=-\sigma\Phi\Phi'$, or

$$\frac{\kappa}{\sigma}T'=-\left(\tfrac12\Phi^2\right)' .$$

The face potentials are $\pm V/2$. Integrating from midplane to face gives $-V^2/8$ on the right and $-(\kappa/a\sigma_0)(1-e^{-\theta_m})$ on the left. Hence

$$\frac{a\sigma_0V^2}{\kappa}=8\left(1-e^{-\theta_m}\right)<8. \tag{6}$$

The limit is 8, approached as the midplane temperature grows without bound. With $j^2=aJ^2L^2/(\kappa\sigma_0)$, numerical solutions for $j=2$, 10 and 100 gave 2.463, 7.049 and 7.985 for the left side. At equal $\sigma_0$, $a$, $\kappa$ and $L$, the limiting mean field $V/L$ is $\sqrt{8/3.514}=1.51$ times the limiting uniform field. Hot layers here carry the same current with a smaller local field, and this weakens the feedback.

## II. The threshold from loss of stability

### Symbols and results carried over

The distance from the midplane is $\xi$ in units of the thickness $L$; $\theta=a(T-T_0)$; the drive is $\lambda=a\sigma_0E^2L^2/\kappa$; and time is in units of $CL^2/\kappa$. The temperature obeys $\theta_\tau=\theta_{\xi\xi}+\lambda e^\theta$ with $\theta=0$ at $\xi=\pm\tfrac12$. Counting the steady states gave $\lambda_c=8(y_c^2-1)=3.514$ with $y_c\tanh y_c=1$. The derivation below does not use that count. It asks when the steady state reached from zero field stops being stable.

### A disturbance supplied by a symmetry

Let $\Theta(\xi)$ be a symmetric steady state, and add a small disturbance $\psi(\xi)e^{-\mu\tau}$. To first order,

$$-\psi''-\lambda e^\Theta\psi=\mu\psi,\qquad\psi(\pm\tfrac12)=0. \tag{7}$$

The state is stable if the lowest decay rate $\mu$ is positive. Without a field it is $\pi^2$. The mode $\psi$ that belongs to the lowest rate has no zero inside the slab and can be taken positive.

The steady equation has a scaling symmetry. If $\Theta(\xi)$ solves it, so does $\Theta_b(\xi)=\Theta(b\xi)+2\ln b$, because

$$\Theta_b''=b^2\Theta''(b\xi)=-\lambda b^2e^{\Theta(b\xi)}=-\lambda e^{\Theta_b}.$$

Differentiating with respect to $b$ at $b=1$ gives

$$u=2+\xi\Theta' .$$

As the difference between neighbouring solutions at the same $\lambda$, it must obey the linearized equation with $\mu=0$. Directly, $u''=2\Theta''+\xi\Theta'''$, and with $\Theta''=-\lambda e^\Theta$ and $\Theta'''=-\lambda e^\Theta\Theta'$ this is $-\lambda e^\Theta u$, as required.

The function $u$ need not vanish at the faces, since scaling changes the face temperature. Let $q=-\Theta'$ be the dimensionless heat flux, and $q_f$ its value at the face $\xi=\tfrac12$. Then $u=2-\xi q$, with face value $u_f=2-q_f/2$. Since $q$ rises outward from zero, $u$ falls steadily from 2 at the midplane to $u_f$.

Counting the steady states has given the threshold $\lambda_c=3.514$, and the scaling symmetry has supplied a function $u$ that solves the linearized equation at zero decay rate, though it need not vanish at the faces. It remains to use $u$ to find where the steady state loses stability, and to apply the threshold to a real film.

Numbers in the example were calculated in double precision.
